\section*{Friedel Sum and Residual Resistivity: Comment on a Proposed Shortcut}

\section*{The argument under review}

The argument concerns a dilute alloy at low temperature and runs in three steps. First, the conduction electrons must screen the extra charge $Z$ of each impurity, so the Friedel sum over phase shifts is known. Second, the phase shifts determine the scattering. Third, the residual resistivity is therefore determined by $Z$, and it is larger when more charge is screened. For $Z=1$ the argument puts the whole sum into the $s$ wave and quotes the resulting resistivity as the prediction.

The first two steps are sound and the third does not follow from them. Two questions test it. What does an $s$-wave shift of $\pi$ do? And what resistivities are open to an impurity with $Z=1$ if the $s$ and $p$ waves share the screening?

I assume static, spherical, spin-independent impurities that scatter independently in a free-electron host. The Fermi wavenumber is $k_F$, $c$ is the impurity fraction, $z$ is the number of conduction electrons per host atom, and $Z$ is the impurity valence minus the host valence. The shifts $\delta_l$ are taken at the Fermi level and followed continuously from zero as the potential is turned on, so that $\delta_l$ and $\delta_l+\pi$ are distinct.

\section*{What screening fixes}

Put the impurity at the centre of a large sphere of radius $R$. Outside the potential the radial function tends to $\sin(kr-l\pi/2+\delta_l)$, and it must vanish at the wall:
\begin{equation}
kR-\frac{l\pi}{2}+\delta_l(k)=n\pi .
\end{equation}
As the potential is turned on the levels move continuously and keep their order, including any that become bound. At fixed $k$ the level index $n$ therefore grows by $\delta_l/\pi$. The distant metal holds the Fermi level fixed, so this is the number of extra occupied levels for each spin and each of the $2l+1$ orientations. Neutrality requires
\begin{equation}
Z=\frac{2}{\pi}\sum_l(2l+1)\,\delta_l .
\label{eq:friedel}
\end{equation}
This is one equation for several unknowns.

\section*{What the resistivity measures}

With $a_l=e^{i\delta_l}\sin\delta_l$ and $\mu=\cos\theta$, the scattering amplitude is $f=k_F^{-1}\sum_l(2l+1)a_lP_l(\mu)$. A deflection through $\theta$ removes a fraction $1-\mu$ of the forward momentum, so the relevant cross-section is
\begin{equation}
\sigma_{\rm tr}=2\pi\int_{-1}^{1}|f|^2(1-\mu)\,d\mu .
\end{equation}
Two integrals are needed:
\begin{equation}
\int_{-1}^{1}P_l^2\,d\mu=\frac{2}{2l+1},\qquad
\int_{-1}^{1}\mu P_lP_{l+1}\,d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .
\end{equation}
The second follows from $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$, which also shows that $\mu$ couples only neighbouring $l$. Each neighbouring pair occurs twice in $|f|^2$, hence
\begin{equation}
\frac{k_F^2\sigma_{\rm tr}}{4\pi}=\sum_l(2l+1)\sin^2\delta_l
-2\sum_l(l+1)\sin\delta_l\sin\delta_{l+1}\cos(\delta_l-\delta_{l+1}).
\label{eq:twoparts}
\end{equation}
The first sum gives the total cross-section and the second is interference. Since $2l+1=(l+1)+l$, the first sum equals $\sum_l(l+1)(\sin^2\delta_l+\sin^2\delta_{l+1})$. For any angles $a$ and $b$,
\begin{align}
&\sin^2a+\sin^2b-2\sin a\sin b\cos(a-b)\nonumber\\
&\quad=\sin^2a\,(1-\sin^2b)+\sin^2b\,(1-\sin^2a)-2\sin a\sin b\cos a\cos b\nonumber\\
&\quad=(\sin a\cos b-\cos a\sin b)^2=\sin^2(a-b).
\end{align}
Therefore
\begin{equation}
\sigma_{\rm tr}=\frac{4\pi}{k_F^2}S,\qquad
S=\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}).
\label{eq:S}
\end{equation}

To reach the resistivity, let a field $\mathbf E$ change the Fermi function $f_0(\varepsilon)$ by $g\propto\hat{\mathbf k}\cdot\mathbf E$. Averaged over azimuth about $\hat{\mathbf k}$, the scattered direction contributes $\hat{\mathbf k}'\cdot\mathbf E\to\mu\,\hat{\mathbf k}\cdot\mathbf E$. Collisions thus remove $g$ at the rate $1/\tau=n_iv_F\sigma_{\rm tr}$, where $n_i$ is the impurity density. For charge $-e$ the steady state is
\begin{equation}
-e\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}=-\frac{g}{\tau}
\quad\Rightarrow\quad
g=e\tau\,\mathbf E\cdot\mathbf v\,\frac{\partial f_0}{\partial\varepsilon}.
\end{equation}
The current is $-e$ times the sum of $\mathbf v g$ over states. With $-\partial f_0/\partial\varepsilon$ concentrated at the Fermi level, the angular average $v_F^2/3$, and the density of states $3n/(mv_F^2)$ for electron density $n$,
\begin{equation}
\mathbf j=e^2\tau\,\frac{v_F^2}{3}\,\frac{3n}{mv_F^2}\,\mathbf E=\frac{ne^2\tau}{m}\,\mathbf E .
\end{equation}
Now insert $mv_F=\hbar k_F$ and $n_i/n=c/z$:
\begin{equation}
\rho=\frac{m}{ne^2\tau}=\frac{\hbar k_F}{e^2}\,\frac{c}{z}\,\sigma_{\rm tr}
=\frac{4\pi\hbar c}{z e^2k_F}\,S .
\label{eq:rho}
\end{equation}
Screening adds the shifts themselves, whereas resistance depends on sines of their differences.

\section*{The shift of $\pi$}

Let $\delta_0=\pi$ and let all other shifts vanish. Equation~(\ref{eq:friedel}) gives $Z=2$, while Eq.~(\ref{eq:S}) gives $S=\sin^2\pi=0$. One level per spin has been drawn below the Fermi level, which supplies two screening electrons. The outgoing wave at the Fermi level carries the factor $e^{2i\delta_0}=1$ and is the same as without the impurity. More generally, adding $\pi$ to any one $\delta_l$ changes $Z$ by $2(2l+1)$ and leaves $S$ untouched. Resistance therefore need not grow with the charge screened.

The single-channel condition matters. Consider a Gaussian well $-V_0e^{-r^2/b^2}$ with $b=0.5/k_F$. Integrating the radial equation numerically and adjusting the depth gives $\delta_0=\pi$ at $V_0=57.7$ Fermi energies. The $s$ channel then holds two screening electrons and by itself scatters nothing. But the same well has $\delta_1=2.949$, and all channels together give $Z=7.65$ and $S=0.113$. A zero in one channel is not transparency of the impurity.

\section*{One electron shared by $s$ and $p$ waves}

For $Z=1$ with $\delta_l=0$ beyond $l=1$, Eq.~(\ref{eq:friedel}) reads $\delta_0+3\delta_1=\pi/2$. Write $x=\delta_1$. Then $\delta_0-\delta_1=\pi/2-4x$, and
\begin{equation}
S(x)=\cos^2 4x+2\sin^2x .
\label{eq:Sx}
\end{equation}
I take ``shared'' to mean that neither shift is negative, so $0\le x\le\pi/6$. The derivative is
\begin{equation}
S'(x)=-4\sin 8x+2\sin 2x=2\sin2x\,\bigl(1-8\cos2x\cos4x\bigr),
\end{equation}
because $\sin8x=4\sin2x\cos2x\cos4x$. With $C=\cos2x$, an interior stationary point obeys
\begin{equation}
16C^3-8C-1=0 .
\label{eq:cubic}
\end{equation}
On the allowed interval $C$ falls from $1$ to $1/2$. There the left side has positive slope $48C^2-8$, and it changes from $7$ to $-3$, so there is one root. Numerically $x=0.3515$, with $\delta_0=0.5162$. For smaller $x$ the slope of $S$ is negative and for larger $x$ it is positive, so this is the minimum. The ends give $S(0)=1$ and $S(\pi/6)=1/4+1/2=3/4$. Hence
\begin{equation}
0.264\le S\le 1\qquad(Z=1;\ s,p\ \text{only};\ \delta_0,\delta_1\ge0).
\end{equation}
The proposed prediction is the upper end of this range. At the minimum the $p$ wave carries $6x/\pi=67\%$ of the screening charge. The two parts of Eq.~(\ref{eq:twoparts}) show why the resistance is low: the first sum has fallen from $1$ to about $0.60$, and interference removes a further $0.34$ by weakening scattering through large angles.

If one shift may be negative, Eq.~(\ref{eq:Sx}) becomes $S=(2C^2-1)^2+1-C$ with $-1\le C\le1$. The first term is at most $1$ and $1-C$ is at most $2$; both limits are reached at $C=-1$, so the ceiling is $3$. It needs a $p$ wave at full strength with an $s$ wave that does not scatter, such as $\delta_1=\pi/2$, $\delta_0=-\pi$ or $\delta_1=-\pi/2$, $\delta_0=2\pi$. This ceiling is formal. For a local potential the centrifugal term makes the phase $kr-l\pi/2+\delta_l$ of the radial function fall as $l$ rises, so $\delta_l-\delta_{l+1}>-\pi/2$. With $\delta_2=0$ this confines $x$ to $-\pi/2<x<\pi/4$: the first pair is excluded, the second is only approached as a limit, and $S<2$ whenever $\delta_1>0$. The floor is unchanged: $S\ge1$ for $C\le0$, and Eq.~(\ref{eq:cubic}) has one positive root. For $Z=-1$ all signs reverse and $S$ is the same.

\section*{Is the floor a consequence of screening?}

It is not; it comes from stopping at $l=1$. Let $N$ channels take part and set $x_l=\delta_l-\delta_{l+1}$. Then $\delta_l=\sum_{m\ge l}x_m$, and since $\sum_{l=0}^{m}(2l+1)=(m+1)^2$, the sum rule becomes
\begin{equation}
\sum_{m=0}^{N-1}(m+1)^2x_m=\frac{\pi Z}{2}.
\end{equation}
For small $x_l$, $S\approx\sum_l(l+1)x_l^2$. Minimizing this with a Lagrange multiplier gives $2(l+1)x_l=\lambda(l+1)^2$, so $x_l=\alpha(l+1)$. The constraint fixes $\alpha\sum_{j=1}^Nj^3=\pi Z/2$, and
\begin{equation}
S\approx\alpha^2\sum_{j=1}^{N}j^3=\frac{(\pi Z/2)^2}{[N(N+1)/2]^2}.
\label{eq:floor}
\end{equation}
Because $\sin^2x\le x^2$, these shifts give an $S$ no larger than the right side, which is thus an upper bound on the true minimum. For $Z=1$ it is $0.274$ with two channels and $0.0685$ with three; numerical minimization gives $0.264$ and $0.0682$. As $N$ grows the bound tends to zero, so with no limit on the number of channels the Friedel sum for $Z=1$ sets no positive floor.

Explicit model potentials show the same freedom. I tuned the depth of three Gaussian wells so that each has $Z=1$, with partial waves up to $l=10$ included:
\begin{center}
\begin{tabular}{ccccc}
$k_Fb$ & $\delta_0$ & $\delta_1$ & $\delta_2$ & $S$\\
0.5 & 1.469 & 0.033 & 0.001 & 0.984\\
1.0 & 0.970 & 0.174 & 0.014 & 0.562\\
2.0 & 0.356 & 0.214 & 0.077 & 0.068
\end{tabular}
\end{center}
At fixed $Z$, the widest of these wells scatters about fourteen times less effectively than the narrowest.

\section*{Numbers for a copper-like host}

Take $z=1$, a rounded electron density of $8.5\times10^{22}\ \mathrm{cm^{-3}}$ and $c=0.01$. Then $k_F=(3\pi^2n)^{1/3}=13.60\ \mathrm{nm^{-1}}$, and Eq.~(\ref{eq:rho}) gives $\rho=3.80\,S\ \mu\Omega\,\mathrm{cm}$. The $s$-$p$ range is therefore
\begin{equation}
\rho_{\min}=3.80\times0.264=1.00\ \mu\Omega\,\mathrm{cm},\qquad
\rho_{\max}=3.80\ \mu\Omega\,\mathrm{cm}.
\end{equation}
An equal division of the charge, $\delta_0=\pi/4$ and $\delta_1=\pi/12$, gives $S=0.384$ and $1.46\ \mu\Omega\,\mathrm{cm}$. With opposite signs allowed, the formal ceiling $S=3$ corresponds to $11.4\ \mu\Omega\,\mathrm{cm}$.

Zinc in copper has $Z=1$, and its measured residual resistivity is roughly $0.3\ \mu\Omega\,\mathrm{cm}$ at 1 at.\%. This lies below the whole $s$-$p$ range. Admitting $d$ waves lowers the model's floor to $0.26\ \mu\Omega\,\mathrm{cm}$, which makes the measured size attainable but does not establish the actual shifts. Lattice dilation also matters. If the cell of an impurity is enlarged by 0.2 atomic volumes, that much host ionic charge is displaced and the effective $Z$ falls to 0.8. This is a generous value for zinc in copper, where the locally displaced volume is nearer 0.1; a smaller correction leaves the floor higher. The $s$-$p$ range becomes $0.65$ to $3.4\ \mu\Omega\,\mathrm{cm}$, still above the measured size.

Other omissions differ in weight. For $S=1$ the mean free path $\ell=1/(n_i\sigma_{\rm tr})$ is 17 nm and $1/(k_F\ell)=0.004$, which supports independent scattering by well-separated impurities. This ratio does not measure the effect of impurities that happen to be close neighbours. Phonons add roughly $1.7\ \mu\Omega\,\mathrm{cm}$ at 300 K, comparable with the range itself; the Bloch--Gr\"uneisen law with a Debye temperature near 340 K reduces this to about $2\times10^{-7}\ \mu\Omega\,\mathrm{cm}$ at 4 K. Copper's Fermi surface also has eight necks. With a rough radius of $0.2k_F$ they occupy about 8\% of the sphere, and their effect on $\rho$ is not calculated here.

\section*{Revision requested}

The third step should be withdrawn, and the value for $Z=1$ should be labelled as the pure $s$-wave case. A prediction needs the individual phase shifts, obtained from a potential whose shape is justified separately; the Friedel sum then serves as a constraint on that potential. This does not deny that $\rho$ often rises with $Z$ in practice. When the range of the potential is set by the host cell, the sum rule fixes its depth: a square well of Wigner--Seitz radius ($k_Fr=1.92$) gives about $0.9$, $2.6$, $5.0$ and $7.2\ \mu\Omega\,\mathrm{cm}$ at 1 at.\% for $Z=1$ to $4$, and the measured values for Zn, Ga, Ge and As in copper also rise steadily (Linde's rule). That trend comes from the shape of the potential together with the sum rule, not from the sum rule alone.
